# Second-order reflectance change from a lossless monolayer on a transparent substrate: verification in Python

```python
"""
Result under test: a lossless sheet on a uniform transparent half-space changes
the normal-incidence reflectance only at second order in its susceptibility:
    R - R0 = 4 n1 n2 s^2 / (S^2 (S^2 + s^2)),   s = k chi,  S = n1 + n2.
n1, n2 : refractive indices of the incidence medium and the substrate
chi    : sheet susceptibility (nm), surface polarization = eps0 * chi * E
k      : vacuum wavenumber (1/nm);  time factor exp(-i omega t)
R, R0  : reflectance with and without the sheet
The independent road integrates the wave equation through a narrow smooth
susceptibility profile, or uses Fresnel recursion for layers of finite thickness.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# Inputs: rough typical values for monolayer MoS2 on a glass-like substrate
wavelength = 900.0       # nm
n1, n2 = 1.0, 1.45
eps_layer = 16.0
d_layer = 0.65           # nm
exciton_energy = 1.9     # eV
eps_loss = 0.1           # assumed residual imaginary permittivity
gap = 0.3                # nm, assumed air gap
sin_theta = 0.3
spacer_index, spacer_nm, backing_index = 1.45, 90.0, 3.6

k = 2 * np.pi / wavelength
S, D = n1 + n2, n1 - n2
r0 = D / S
R0 = r0**2
chi = (eps_layer - n1**2) * d_layer
s = k * chi


def sheet_r(chi_value, y_in=n1, y_out=n2):
    """Reflection amplitude of a sheet between two wave admittances."""
    x = k * chi_value
    return (y_in - y_out + 1j * x) / (y_in + y_out - 1j * x)


def wave_equation(chi_value, sine=0.0):
    """Integrate E'' + k^2 (eps - sine^2) E = 0 through a narrow profile."""
    width = 1e-4 * abs(chi_value)
    q_in = np.sqrt(n1**2 - sine**2)
    q_out = np.sqrt(n2**2 - sine**2)

    def slope(u, y):
        eps = n1**2 + chi_value / width * 2 * np.sin(np.pi * u)**2
        return [k * width * y[1], -k * width * (eps - sine**2) * y[0]]

    start = np.array([1.0, 1j * q_out], dtype=complex)
    sol = solve_ivp(slope, (0.0, -1.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    field, derivative = sol.y[:, -1]
    forward = (field + derivative / (1j * q_in)) / 2
    backward = (field - derivative / (1j * q_in)) / 2
    transmittance = q_out / q_in / abs(forward)**2
    return backward / forward, transmittance


def layers_R(layers, back):
    """Fresnel recursion; layers = [(permittivity, thickness in nm), ...]."""
    indices = [complex(n1)] + [np.sqrt(complex(e)) for e, _ in layers]
    indices.append(complex(back))
    amplitude = ((indices[-2] - indices[-1]) / (indices[-2] + indices[-1]))
    for j in range(len(layers), 0, -1):
        turn = np.exp(2j * k * indices[j] * layers[j - 1][1])
        face = (indices[j - 1] - indices[j]) / (indices[j - 1] + indices[j])
        amplitude = (face + amplitude * turn) / (1 + face * amplitude * turn)
    return abs(amplitude)**2


def close(value, reference, relative):
    return abs(value - reference) <= relative * abs(reference)


# Symbolic solution of the boundary conditions and expansion in s
a, b, x = sp.symbols("a b x", positive=True)
r_sym, t_sym = sp.symbols("r_sym t_sym")
solution = sp.solve([1 + r_sym - t_sym,
                     a * (1 - r_sym) - b * t_sym + sp.I * x * t_sym],
                    [r_sym, t_sym], dict=True)[0]
amp = solution[r_sym]
R_sym = sp.simplify(amp * amp.subs(sp.I, -sp.I))
assert sp.simplify(sp.diff(R_sym, x).subs(x, 0)) == 0
second = sp.diff(R_sym, x, 2).subs(x, 0) / 2
assert sp.simplify(second - 4 * a * b / (a + b)**4) == 0

# Lossless sheet: exact change, energy balance, parity, quadratic scaling
dR = 4 * n1 * n2 * s**2 / (S**2 * (S**2 + s**2))
dR_leading = 4 * n1 * n2 * s**2 / S**4
r_wave, T_wave = wave_equation(chi)
dR_wave = abs(r_wave)**2 - R0
assert close(dR_wave, dR, 1e-3)
assert abs(abs(r_wave)**2 + T_wave - 1) < 1e-8
assert close(T_wave, 4 * n1 * n2 / (S**2 + s**2), 1e-5)
dR_negative = abs(wave_equation(-chi)[0])**2 - R0
assert close(dR_negative, dR_wave, 1e-3)
dR_half = abs(wave_equation(chi / 2)[0])**2 - R0
scaling = dR_wave / dR_half
assert close(scaling, 4.0, 2e-3)

# The two second-order parts and the first-order phase
delta_r = 2j * n1 * s / (S * (S - 1j * s))
assert close(r_wave - r0, delta_r, 1e-3)
part_square = abs(delta_r)**2
part_cross = 2 * r0 * delta_r.real
assert close(part_square + part_cross, dR_wave, 1e-3)
phase = np.angle(r_wave / r0)
phase_linear = -2 * n1 * s / (n2**2 - n1**2)
small = 0.05
phase_small = np.angle(wave_equation(small)[0] / r0)
assert close(phase_small, -2 * n1 * k * small / (n2**2 - n1**2), 1e-3)

# Absorbing sheet: linear change, full amplitude, absorptance
tiny = 0.01
dR_tiny = abs(wave_equation(1j * tiny)[0])**2 - R0
assert close(dR_tiny, 4 * n1 * (n2 - n1) * k * tiny / S**3, 1e-3)
chi_lossy = chi + 1j * eps_loss * d_layer
r_lossy, T_lossy = wave_equation(chi_lossy)
assert close(abs(r_lossy)**2, abs(sheet_r(chi_lossy))**2, 1e-4)
s_loss = k * eps_loss * d_layer
absorptance = 4 * n1 * s_loss / abs(S - 1j * k * chi_lossy)**2
assert close(1 - abs(r_lossy)**2 - T_lossy, absorptance, 1e-3)
dR_loss = abs(r_lossy)**2 - R0 - dR_wave
s_equal = n2 * s**2 / (S * (n2 - n1))
eps_equal = s_equal / (k * d_layer)
r_equal, _ = wave_equation(chi + 1j * eps_equal * d_layer)
assert close(abs(r_equal)**2 - R0, 2 * dR_wave, 0.03)


def admittance(index, thickness, back):
    beta = k * index * thickness
    top_H = back * np.cos(beta) - 1j * index * np.sin(beta)
    top_E = np.cos(beta) - 1j * back / index * np.sin(beta)
    return top_H / top_E


# A spacer restores a linear term
Y = admittance(spacer_index, spacer_nm, backing_index)
spacer = (spacer_index**2, spacer_nm)
thin, step = 1e-4, 0.1
plus = layers_R([(n1**2 + step / thin, thin), spacer], backing_index)
minus = layers_R([(n1**2 - step / thin, thin), spacer], backing_index)
slope_direct = (plus - minus) / (2 * step)
slope_formula = -8 * n1 * k * Y.real * Y.imag / abs(n1 + Y)**4
assert close(slope_direct, slope_formula, 2e-3)
R0_spacer = layers_R([spacer], backing_index)
dR_spacer = abs(sheet_r(chi, n1, Y))**2 - R0_spacer
dense = layers_R([(n1**2 + chi / thin, thin), spacer], backing_index)
assert close(dense - R0_spacer, dR_spacer, 2e-3)

# Finite thickness: quadratic coefficient, possible sign change, layer number
for eps_test in (eps_layer, 1.44):
    d_test = 0.05
    direct = layers_R([(eps_test, d_test)], n2) - R0
    formula = (4 * n1 * n2 * (k * d_test)**2 * (eps_test - n1**2)
               * (eps_test - n2**2) / S**4)
    assert close(direct, formula, 1e-3)
assert direct < 0
dR_slabs = [layers_R([(eps_layer, N * d_layer)], n2) - R0 for N in (1, 2, 3)]
slab_factor = (eps_layer - n2**2) / (eps_layer - n1**2)
assert close(dR_slabs[0] / dR, slab_factor, 0.01)
for N, value in enumerate(dR_slabs, start=1):
    assert close(value / dR_slabs[0], N**2, 0.02)

# Air gap below the sheet
dR_gap = abs(sheet_r(chi, n1, admittance(1.0, gap, n2)))**2 - R0
gap_direct = layers_R([(n1**2 + chi / thin, thin), (1.0, gap)], n2) - R0
assert close(gap_direct, dR_gap, 1e-3)
gap_relative = dR_gap / dR - 1
assert close(gap_relative, -2 * (n2**2 - n1**2) * gap / chi, 0.02)


# Back face of a real plate: incoherent sum over internal bounces
def plate_R(front):
    back = R0
    return front + sum((1 - front)**2 * back * (front * back)**m
                       for m in range(30))


for front in (R0, R0 + dR):
    closed = front + (1 - front)**2 * R0 / (1 - front * R0)
    assert close(plate_R(front), closed, 1e-12)
dR_plate = plate_R(R0 + dR) - plate_R(R0)

# Oblique incidence, s polarization
q1, q2 = np.sqrt(n1**2 - sin_theta**2), np.sqrt(n2**2 - sin_theta**2)
R0_oblique = ((q1 - q2) / (q1 + q2))**2
dR_oblique = abs(sheet_r(chi, q1, q2))**2 - R0_oblique
oblique_wave = abs(wave_equation(chi, sin_theta)[0])**2 - R0_oblique
assert close(oblique_wave, dR_oblique, 1e-3)

photon = const.h * const.c / (wavelength * 1e-9) / const.e
assert photon < exciton_energy


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("wavelength", wavelength, "nm")
show("photon energy", photon, "eV")
show("rough exciton energy", exciton_energy, "eV")
show("incidence index n1", n1)
show("substrate index n2", n2)
show("rough layer permittivity", eps_layer)
show("rough layer thickness", d_layer, "nm")
show("sheet susceptibility chi", chi, "nm")
show("wavenumber k", k, "1/nm")
show("s = k chi", s)
show("bare amplitude r0", r0)
show("bare reflectance R0", 100 * R0, "%")
show("reflectance with sheet", 100 * (R0 + dR), "%")
show("change, exact sheet formula", 1e4 * dR, "1e-4")
show("change, leading term", 1e4 * dR_leading, "1e-4")
show("change, wave equation", 1e4 * dR_wave, "1e-4")
show("relative change dR/R0", 100 * dR / R0, "%")
show("change ratio, chi over chi/2", scaling)
show("part |r-r0|^2", 1e4 * part_square, "1e-4")
show("part 2 r0 Re(r-r0)", 1e4 * part_cross, "1e-4")
show("phase shift, wave equation", phase, "rad")
show("phase shift, linear formula", phase_linear, "rad")
show("Im eps for equal loss signal", eps_equal)
show("spacer index", spacer_index)
show("spacer thickness", spacer_nm, "nm")
show("backing index", backing_index)
show("spacer stack Re Y", Y.real)
show("spacer stack Im Y", Y.imag)
show("spacer stack bare R", 100 * R0_spacer, "%")
show("spacer stack change, full", 1e4 * dR_spacer, "1e-4")
show("spacer stack change, linear", 1e4 * slope_formula * chi, "1e-4")
show("size ratio, spacer to uniform", abs(dR_spacer / dR))
for N, value in enumerate(dR_slabs, start=1):
    show(f"slab change, {N} layer(s)", 1e4 * value, "1e-4")
show("slab/sheet factor, formula", slab_factor)
show("slab/sheet factor, computed", dR_slabs[0] / dR)
show("slab change, eps 1.44, 0.05 nm", 1e9 * direct, "1e-9")
show("assumed air gap", gap, "nm")
show("gap effect on change", 100 * gap_relative, "%")
show("assumed residual Im eps", eps_loss)
show("absorptance from it", 100 * absorptance, "%")
show("loss effect on change", 100 * dR_loss / dR, "%")
show("plate bare reflectance", 100 * plate_R(R0), "%")
show("back-face effect on change", 100 * (dR_plate / dR - 1), "%")
show("sine of oblique angle", sin_theta)
show("oblique s-pol effect on change", 100 * (dR_oblique / dR - 1), "%")
print("PASS")
```

Running it gives:

```
wavelength: 900 nm
photon energy: 1.378 eV
rough exciton energy: 1.9 eV
incidence index n1: 1
substrate index n2: 1.45
rough layer permittivity: 16
rough layer thickness: 0.65 nm
sheet susceptibility chi: 9.75 nm
wavenumber k: 0.006981 1/nm
s = k chi: 0.06807
bare amplitude r0: -0.1837
bare reflectance R0: 3.374 %
reflectance with sheet: 3.448 %
change, exact sheet formula: 7.453 1e-4
change, leading term: 7.458 1e-4
change, wave equation: 7.452 1e-4
relative change dR/R0: 2.209 %
change ratio, chi over chi/2: 3.998
part |r-r0|^2: 5.14 1e-4
part 2 r0 Re(r-r0): 2.313 1e-4
phase shift, wave equation: -0.1223 rad
phase shift, linear formula: -0.1235 rad
Im eps for equal loss signal: 1.343
spacer index: 1.45
spacer thickness: 90 nm
backing index: 3.6
spacer stack Re Y: 0.8522
spacer stack Im Y: 0.8585
spacer stack bare R: 18.21 %
spacer stack change, full: -226.4 1e-4
spacer stack change, linear: -229.4 1e-4
size ratio, spacer to uniform: 30.37
slab change, 1 layer(s): 6.905 1e-4
slab change, 2 layer(s): 27.55 1e-4
slab change, 3 layer(s): 61.73 1e-4
slab/sheet factor, formula: 0.9265
slab/sheet factor, computed: 0.9265
slab change, eps 1.44, 0.05 nm: -5.718 1e-9
assumed air gap: 0.3 nm
gap effect on change: -6.779 %
assumed residual Im eps: 0.1
absorptance from it: 0.03021 %
loss effect on change: 7.412 %
plate bare reflectance: 6.527 %
back-face effect on change: -6.418 %
sine of oblique angle: 0.3
oblique s-pol effect on change: 6.118 %
PASS
```
